# Relaxation of Two Species Competing for Langmuir Adsorption Sites

Two species, A and B, arrive from the gas on a surface of identical sites. A site is empty or holds one adsorbate. Both species adsorb without dissociating and desorb again. Temperature and pressures are held constant. Adsorbates do not interact, change places with arriving atoms, convert into one another or form a second layer.

Let $A$ and $B$ also denote the fractions of sites filled by each species, and let $v=1-A-B$ be the empty fraction. An empty site captures A at rate $a$ and B at rate $b$; these rates are proportional to the pressures. An adsorbed A leaves at rate $p$ and an adsorbed B at rate $q$. All four rates are positive, and

$$\frac{dA}{dt}=av-pA,\qquad \frac{dB}{dt}=bv-qB .$$

The algebra holds in any unit of time, atomic or otherwise. "Equilibrium" means the steady state in which each species desorbs as fast as it adsorbs. A coverage "overshoots" if it crosses its equilibrium value at some time $t>0$.

## (a) Equilibrium and the equations for deviations

**Find the equilibrium coverages and the equations obeyed by deviations from them. Must the deviations be small?**

Setting both time derivatives to zero gives $A^*=(a/p)v^*$ and $B^*=(b/q)v^*$. The three fractions add to one, so $v^*(1+a/p+b/q)=1$ and

$$A^*=\frac{a/p}{1+a/p+b/q},\qquad B^*=\frac{b/q}{1+a/p+b/q}.$$

Define $x=A-A^*$ and $y=B-B^*$. Then $v=v^*-(x+y)$. Inserting this into the first rate equation gives

$$\frac{dx}{dt}=(av^*-pA^*)-a(x+y)-px .$$

The bracket vanishes at equilibrium. The second equation is treated in the same way, so

$$\frac{d}{dt}\begin{pmatrix}x\\y\end{pmatrix}=-K\begin{pmatrix}x\\y\end{pmatrix},\qquad K=\begin{pmatrix}a+p&a\\ b&b+q\end{pmatrix}.$$

No term was dropped. The rate equations are linear in the coverages, so this holds for deviations of any size.

## (b) The relaxation rates

**Look for solutions proportional to $e^{-\lambda t}$. Can $\lambda$ be complex, and can a deviation grow?**

Such a solution requires $\lambda$ to be an eigenvalue of $K$, hence a zero of

$$F(\lambda)=(a+p-\lambda)(b+q-\lambda)-ab=\lambda^2-S\lambda+D,$$

with

$$S=a+b+p+q,$$

$$D=(a+p)(b+q)-ab=aq+bp+pq .$$

For the discriminant, write $\alpha=a+p$ and $\beta=b+q$. Then $S=\alpha+\beta$, $D=\alpha\beta-ab$, and

$$S^2-4D=(\alpha+\beta)^2-4\alpha\beta+4ab=(\alpha-\beta)^2+4ab .$$

The two rates are therefore

$$\lambda_{f,s}=\frac{S\pm\sqrt{(a+p-b-q)^2+4ab}}{2},$$

where the plus sign gives the fast rate $\lambda_f$ and the minus sign the slow rate $\lambda_s$. The number under the root is positive because $ab>0$, so the rates are real and distinct. Their product $D$ and their sum $S$ are both positive, so both rates are positive. The eigenvalues of the flow matrix $-K$ are then real and negative: every deviation decays, and no mode contains a sine or cosine.

The term $4ab$ is four times the product of the off-diagonal elements of $K$. An extra A removes sites from B, and an extra B removes sites from A, so these elements have the same sign. A complex pair would need elements of opposite sign, with one species promoting the other while the other suppresses it.

## (c) Position and shape of the modes

**Take $p>q$, so that A desorbs faster. Where do the two rates lie relative to $p$ and $q$? How do the coverages move in each mode?**

Evaluate $F$ at the two desorption rates:

$$F(q)=(a+p-q)b-ab=b(p-q)>0,$$

$$F(p)=a(b+q-p)-ab=-a(p-q)<0 .$$

Since $F$ changes sign between $q$ and $p$, one root lies there. Since $F$ is an upward parabola and is negative at $p$, the other root lies above $p$. Hence

$$q<\lambda_s<p<\lambda_f .$$

The first row of the eigenvalue equation is $(a+p)x+ay=\lambda x$, which gives the mode shape

$$r=\frac{y}{x}=\frac{\lambda-a-p}{a}.$$

Its sign follows from $F(a+p)=-ab<0$. This places $a+p$ between the two roots, so $r_s<0<r_f$. In the fast mode both coverages rise or fall together, and the surface fills or empties. In the slow mode the coverages move in opposite directions. The signs of $r_s$ and $r_f$ do not depend on the assumption $p>q$. The exchange in the slow mode is not one for one: $1+r_s=(\lambda_s-p)/a<0$, so B changes more than A and the empty fraction changes too. From $F(p)=(p-\lambda_s)(p-\lambda_f)=-a(p-q)$ and $\lambda_f-p=a+b+q-\lambda_s$ one gets $1+r_s=-(p-q)/(a+b+q-\lambda_s)$. The slow mode is therefore close to a pure replacement when $p-q$ is small compared with $a+b$, whether because adsorption is fast or because the desorption rates are nearly equal. In part (g), $r_s=-1.14$. For $a=b=0.001p$ and $q=0.1p$ one finds $r_s=-900$ and $r_f=0.0011$: the slow mode is then mostly B filling empty sites, and the fast mode moves almost only A.

## (d) Crossings from an arbitrary start

**How often can each coverage cross its equilibrium value? Can both do so in the same run?**

With mode amplitudes $c_s$ and $c_f$ fixed by the starting coverages,

$$x=c_se^{-\lambda_st}+c_fe^{-\lambda_ft},$$

$$y=r_sc_se^{-\lambda_st}+r_fc_fe^{-\lambda_ft}.$$

If both amplitudes are nonzero, the zeros of $x$ and $y$ satisfy, respectively,

$$e^{(\lambda_f-\lambda_s)t}=-\frac{c_f}{c_s},\qquad e^{(\lambda_f-\lambda_s)t}=-\frac{r_f}{r_s}\frac{c_f}{c_s}.$$

The left side increases steadily with time, so each equation has at most one solution. The left side is also positive. The first equation therefore needs $c_f/c_s<0$. Because $r_f/r_s<0$, the second needs $c_f/c_s>0$. These conditions exclude each other, so at most one of the two coverages crosses equilibrium, and it does so once. If one amplitude is zero, neither coverage crosses. If both are zero, the surface is already at equilibrium.

A damped oscillation about equilibrium would cross it repeatedly, so it is excluded. A single overshoot remains possible, because two real exponentials of opposite sign can cancel once.

## (e) Filling an empty surface

**Let $A=B=0$ at $t=0$, still with $p>q$. Which species overshoots, and does the answer depend on the pressures? Find the crossing and peak times.**

At the start $x=-A^*$ and $dx/dt=a$, since every site is empty. Therefore

$$c_s+c_f=-A^*,\qquad -\lambda_sc_s-\lambda_fc_f=a .$$

Multiplying the first equation by $\lambda_f$ and adding the second eliminates $c_f$. Multiplying it by $\lambda_s$ instead eliminates $c_s$:

$$(\lambda_f-\lambda_s)c_s=a-\lambda_fA^*,\qquad (\lambda_s-\lambda_f)c_f=a-\lambda_sA^* .$$

Multiplying numerator and denominator of $A^*$ by $pq$ gives $A^*=aq/D=aq/(\lambda_s\lambda_f)$. Hence

$$c_s=\frac{a(\lambda_s-q)}{\lambda_s(\lambda_f-\lambda_s)},\qquad c_f=-\frac{a(\lambda_f-q)}{\lambda_f(\lambda_f-\lambda_s)},$$

and the coverage of A is

$$A=A^*+\frac{a}{\lambda_f-\lambda_s}\left[\frac{\lambda_s-q}{\lambda_s}e^{-\lambda_st}-\frac{\lambda_f-q}{\lambda_f}e^{-\lambda_ft}\right].$$

Part (c) gives $\lambda_s>q$, so the slow term is positive and A approaches equilibrium from above. It started below, so it must cross.

The result for B follows by exchanging $a$ with $b$ and $q$ with $p$:

$$B=B^*-\frac{b}{\lambda_f-\lambda_s}\left[\frac{p-\lambda_s}{\lambda_s}e^{-\lambda_st}+\frac{\lambda_f-p}{\lambda_f}e^{-\lambda_ft}\right].$$

Both terms in this bracket are positive and decay, so B rises steadily and stays below $B^*$. From an empty surface, the faster-desorbing species thus overshoots at every choice of positive $a$ and $b$. The pressures set the size and timing of the overshoot, but not which species shows it. At low pressure the overshoot can be very small: for $a=b=0.001p$ and $q=0.1p$ the peak lies only 0.5% above $A^*$.

Setting $A=A^*$ gives the crossing time

$$t_\times=\frac{1}{\lambda_f-\lambda_s}\ln\frac{\lambda_s(\lambda_f-q)}{\lambda_f(\lambda_s-q)} .$$

For the peak, differentiate $A$:

$$\frac{dA}{dt}=\frac{a}{\lambda_f-\lambda_s}\left[(\lambda_f-q)e^{-\lambda_ft}-(\lambda_s-q)e^{-\lambda_st}\right].$$

This vanishes at

$$t_p=\frac{1}{\lambda_f-\lambda_s}\ln\frac{\lambda_f-q}{\lambda_s-q}.$$

At that moment the original rate equation gives $A=(a/p)v$. B is still rising and taking empty sites, so A then loses more atoms by desorption than it gains.

## (f) Two limits

**What happens when $p=q$, and when both desorption rates are much smaller than the adsorption rates?**

For $p=q$, part (c) gives $F(q)=0$. One rate is $q$, and the other is $S-q=a+b+q$. From an empty surface the slow amplitudes of both species vanish, leaving

$$A=\frac{a}{a+b+q}\left[1-e^{-(a+b+q)t}\right],$$

with $b$ replacing the prefactor $a$ for B. The ratio $A/B$ stays at $a/b$, and neither coverage overshoots. From other starting coverages one species can still cross its equilibrium value once, as part (d) allows.

For $p,q\ll a,b$, the sum of the rates is $a+b$ to leading order and their product is $aq+bp$. Therefore

$$\lambda_f\simeq a+b,\qquad \lambda_s\simeq\frac{aq+bp}{a+b}.$$

The surface first fills in the ratio of arrival, with $A\simeq a/(a+b)$. It then exchanges species slowly until $A^*\simeq aq/(aq+bp)$. The ratio of these two coverages is

$$\frac{A_{\rm peak}}{A^*}\simeq\frac{aq+bp}{q(a+b)}\simeq\frac{\lambda_s}{q}.$$

Since $\lambda_s<p$, a large overshoot in this limit needs desorption rates that differ strongly.

## (g) Cadmium and zinc on a tellurium surface

**Cadmium (A) and zinc (B) beams strike tellurium-terminated CdTe(001) at 570 K. Their pressures are $5\times10^{-7}$ and $2\times10^{-7}$ Torr. Use desorption energies of 1.6 and 1.7 eV, an attempt rate $\nu=10^{13}$ /s, beam temperature 550 K and lattice constant 0.65 nm. Find the response of an empty surface.**

Here "pressure" means the gas pressure that would give the same impingement flux as the beam. Every atom reaching an empty site is assumed to stick. One site is assigned to each square of the lattice constant, so the site density is $N=2.37\times10^{14}$ /cm². This is half of a full cation plane, which on zincblende (001) holds two atoms per square. Counting two sites per square would halve $a$ and $b$ below and move the Cd peak to 0.443 at 10.7 s, 2.4 times its equilibrium coverage of 0.182. With atomic masses $m$ of 112.4 and 65.4 u, the flux formula $P/\sqrt{2\pi mk_BT_{\rm beam}}$ gives $7.06\times10^{13}$ and $3.70\times10^{13}$ /cm²/s. Dividing by $N$,

$$a=0.2985\ \text{/s},\qquad b=0.1565\ \text{/s}.$$

The desorption rates follow from $\nu e^{-E/k_BT}$ at the substrate temperature:

$$p=0.0713\ \text{/s},\qquad q=0.0093\ \text{/s}.$$

Thus $S=0.536$ /s and $D=0.0146$ /s². The root formula gives $\lambda_s=0.0288$ /s and $\lambda_f=0.507$ /s, or relaxation times of 34.7 s and 1.97 s. The slow rate lies between $q$ and $p$, as required.

The ratios $a/p=4.18$ and $b/q=16.8$ give $v^*=1/21.99=0.045$, $A^*=0.190$ and $B^*=0.764$. For the peak,

$$t_p=\frac{\ln(0.4975/0.0195)}{0.478\ \text{/s}}=6.8\ \text{s}.$$

Cadmium passes its equilibrium coverage much earlier, at $t_\times=0.78$ s. The subsequent history is:

| Time (s) | Cd | Zn | Empty |
|---:|---:|---:|---:|
| 2 | 0.367 | 0.206 | 0.427 |
| 6.78 | 0.518 | 0.358 | 0.124 |
| 20 | 0.428 | 0.493 | 0.079 |
| 60 | 0.265 | 0.679 | 0.056 |
| 200 | 0.192 | 0.763 | 0.046 |

The peak is 2.7 times the equilibrium coverage, and corresponds to $1.23\times10^{14}$ Cd atoms per cm². The leading-order estimate of part (f) gives 3.3; it is too high because desorption is not negligible during filling.

Cadmium makes up 59% of the adsorbed metal at the peak but 20% at 200 s. In this model, at these fixed fluxes, the length of the metal exposure therefore changes the composition of the layer. Between 20 and 60 s the Cd excess over equilibrium falls from 0.237 to 0.075. This factor of 0.32 is $e^{-40\lambda_s}$ with $\lambda_s$ in /s: by then the slow replacement mode controls the change.

## (h) What the model leaves out

**How far could neglected processes move these numbers, and which process could invalidate the ban on oscillations?**

The example is set in the regime of atomic-layer epitaxy, where surplus metal can re-evaporate after the first layer forms. With these inputs the first layer is itself short-lived: once the beams are shut, Cd leaves at the rate $p$, so 7% is gone after 1 s and half after 10 s. The energies and attempt rate are assumed rough values, the lattice constant is rounded, and the pressures are round choices. The results depend strongly on the desorption energies: at 570 K, a change of 0.1 eV changes a desorption rate by a factor of 7.7, the ratio $p/q$ found above. The overshoot rests on the assumed gap between the two energies. With 1.6 eV for Cd, a Zn energy of 1.65 eV gives a peak 1.4 times the equilibrium coverage and 1.8 eV gives 16 times. Exchanging 1.6 and 1.7 eV makes zinc the species that overshoots. The numbers are illustrative, not predictions for a particular reactor.

The following estimates use trial strengths, not measured ones. The modified rate equations were integrated by an eighth-order Runge–Kutta method, and the slow rates were found from the linearized equations at the final state. Each row changes one feature and leaves the other inputs fixed.

| Change | Cd peak | Peak time (s) | Slow rate (/s) |
|---|---:|---:|---:|
| None | 0.518 | 6.8 | 0.029 |
| Repulsion | 0.442 | 4.8 | 0.067 |
| Attraction | 0.582 | 9.1 | 0.011 |
| Exchange | 0.490 | 5.9 | 0.047 |
| Substrate 5 K warmer | 0.490 | 6.2 | 0.038 |

The interaction shifts both desorption energies in proportion to total coverage, by 0.05 eV at full coverage. It has the largest effect in this table, changing the slow rate by a factor between 2 and 3 in either direction. In the exchange case, a zinc atom arriving on a cadmium-filled site replaces the cadmium with probability 0.1. The reverse rate is chosen to leave the equilibrium unchanged. Opening the shutters linearly over 0.2 s delays the peak by only 0.1 s.

A second metal layer, bound by roughly 1.2 eV for Cd and 1.4 eV for Zn, would cover at most about 0.1% and 4% of the sites, respectively, if atoms arriving on the first layer were its sole supply. With an assumed barrier of 1.9 eV for tellurium loss from empty sites, about 0.001 Te atom per site is lost in 60 s.

The interaction does not make the rates complex near equilibrium. Let both desorption rates contain the factor $e^{g(A+B)}$, and let $p,q$ now denote their equilibrium values. Differentiating $pA$ adds $gpA^*=gav^*$ to both elements in the first row of $K$; the second row gains $gbv^*$. Thus $a$ and $b$ in $K$ are each multiplied by $1+gv^*$. The discriminant becomes a square plus $4ab(1+gv^*)^2$, which is not negative. This argument concerns small deviations and one common $g$ for both species; the crossing theorem of part (d) does not automatically extend to large ones. It shows that the rates are real, not that they are positive: strong attraction can give several steady states, for example three for $g=-6$, $a/p=0.02$, $b/q=0.04$, with $p,q$ here taken at zero coverage. Different shifts for the two species can also change which one overshoots.

A driven surface reaction is different. Suppose each site follows the one-way cycle empty → A → B → empty, with every step at rate $k$. Then

$$\frac{dA}{dt}=k(v-A)=k(1-2A-B),\qquad \frac{dB}{dt}=k(A-B),$$

and the matrix replacing $K$ is

$$k\begin{pmatrix}2&1\\-1&1\end{pmatrix}.$$

Its rates obey $\lambda^2-3k\lambda+3k^2=0$, so $\lambda=k(3\pm i\sqrt3)/2$. For $k=1$ /s, the deviations decay at 1.5 /s while oscillating at an angular frequency of 0.866 /s. The damping is heavy: each swing is smaller than the one before by $e^{-\pi\sqrt3}=0.004$, so from an empty surface A peaks 0.054 above its steady value and then dips only 0.0002 below it. Driving permits complex rates but does not force them. For unequal steps the rates obey $\lambda^2-(k_1+k_2+k_3)\lambda+k_1k_2+k_2k_3+k_3k_1=0$, and steps of 10, 1 and 1 /s give real roots. Here A feeds B, while B deprives A of sites: the off-diagonal elements have opposite signs. Linear kinetics and a shared set of sites are therefore not enough to exclude damped oscillation. In the original problem, the exclusion comes from the absence of a driven cycle: A and B connect only through the empty state, so no net flow circulates at equilibrium. Conversion between the species does not by itself lift the ban. If it obeys detailed balance, as in the exchange row above, the rate matrix of the three states can be symmetrized and the rates stay real. The rules of parts (d) and (e) need more. Conversion rates $f$ (A → B) and $r$ (B → A) turn the off-diagonal elements of $K$ into $a-r$ and $b-f$. In the exchange row $f=0.1b$ and $r=0.013a$, so both stay positive. Detailed balance fixes $r=faq/(bp)$, so $a-r=a[1-fq/(bp)]$. For $b<f<bp/q$, which is faster than exchange by arriving atoms can be, the two elements have opposite signs and both coverages may cross in one run. From an empty surface the slow amplitude of A is still proportional to $a-\lambda_fA^*$, with $a/A^*=a+p+bp/q$. At $f=bp/q$ the matrix is triangular and $\lambda_f$ equals this value, so the amplitude vanishes. A overshoots for slower conversion, and for faster conversion, where both elements are negative, it does not. In the example of part (g) the peak is 1.14 times the equilibrium coverage at $f=5b$, and the overshoot ends at $f=7.7b$.

Numerical values quoted here were computed with a short program.
